# Brown's equations with surface anisotropy and exchange-coupled interfaces

**Q.** A ferromagnet in equilibrium minimizes its energy. Why not set the derivative of the energy with respect to the magnetization to zero and be done?

**A.** Because the magnetization cannot be varied freely. Well below the Curie temperature, at fixed temperature, its magnitude is taken as fixed and its direction alone varies: $\mathbf M=M_s\mathbf m$ with $|\mathbf m|=1$. The energy to be made stationary, for one body first, is

$$E=\int_V\Big[A|\nabla\mathbf m|^2+f(\mathbf m)-\mu_0M_s\,\mathbf m\cdot\mathbf H_a-\tfrac12\mu_0M_s\,\mathbf m\cdot\mathbf H_d\Big]dV+\oint_S g(\mathbf m,\mathbf n)\,dS .$$

Here $A$ is the exchange stiffness, $|\nabla\mathbf m|^2=\sum_i\partial_i\mathbf m\cdot\partial_i\mathbf m$, $f$ the bulk anisotropy, $\mathbf H_a$ the fixed applied field, $\mathbf H_d$ the dipolar field of the body itself, $g$ the surface anisotropy and $\mathbf n$ the outward normal. $A$ and $M_s$ are constants, the body is rigid and $\mathbf m$ is smooth. Magnetostriction and chiral exchange are left out.

Differentiating $\mathbf m\cdot\mathbf m=1$ gives $\mathbf m\cdot\delta\mathbf m=0$. Every such variation is an infinitesimal rotation,

$$\delta\mathbf m=\boldsymbol\omega\times\mathbf m .$$

To see this, choose $\boldsymbol\omega=\mathbf m\times\delta\mathbf m$. Then $(\mathbf m\times\delta\mathbf m)\times\mathbf m=\delta\mathbf m-\mathbf m(\mathbf m\cdot\delta\mathbf m)=\delta\mathbf m$. The vector field $\boldsymbol\omega(\mathbf r)$ is now unrestricted, so the constraint has been built in.

**Q.** The exchange energy contains gradients. How do you extract $\delta\mathbf m$ itself?

**A.** By the product rule. To first order,

$$\delta\!\int_V A|\nabla\mathbf m|^2dV=2A\int_V\sum_i\partial_i\mathbf m\cdot\partial_i\delta\mathbf m\,dV ,$$

and $\partial_i\mathbf m\cdot\partial_i\delta\mathbf m=\partial_i(\partial_i\mathbf m\cdot\delta\mathbf m)-\partial_i^2\mathbf m\cdot\delta\mathbf m$. The divergence theorem turns the first part into a surface integral:

$$\delta\!\int_V A|\nabla\mathbf m|^2dV=-\int_V2A\nabla^2\mathbf m\cdot\delta\mathbf m\,dV+\oint_S2A\,\partial_n\mathbf m\cdot\delta\mathbf m\,dS,$$

with $\partial_n=\mathbf n\cdot\nabla$. The surface integral must be kept, since nothing holds $\mathbf m$ fixed at the surface.

**Q.** The dipolar energy worries me more. $\mathbf H_d$ depends on $\mathbf m$ everywhere, and there is a factor $\tfrac12$. Does it not also produce a surface term, given that there are surface charges?

**A.** Take two magnetizations $\mathbf M_1,\mathbf M_2$ and their fields, $\mathbf H_k=-\nabla\phi_k$ with $\nabla\cdot(\mathbf H_k+\mathbf M_k)=0$. Over all space,

$$\int\mathbf H_1\cdot(\mathbf H_2+\mathbf M_2)\,dV=-\int\nabla\phi_1\cdot(\mathbf H_2+\mathbf M_2)\,dV=0 .$$

The last step is integration by parts. The divergence vanishes. At the body's surface $\phi_1$ and the normal component of $\mathbf H_2+\mathbf M_2$ are continuous, so the contributions of the two sides cancel. At large distance $\phi_1$ falls at least as $r^{-2}$ and $\mathbf H_2$ as $r^{-3}$, while the area grows as $r^2$. Hence $\int\mathbf M_2\cdot\mathbf H_1dV=-\int\mathbf H_1\cdot\mathbf H_2dV$. The right side is symmetric in 1 and 2, so

$$\int\mathbf M_2\cdot\mathbf H_1\,dV=\int\mathbf M_1\cdot\mathbf H_2\,dV .$$

Since $\mathbf H_d$ is linear in $\mathbf M$, this gives

$$\delta E_d=-\tfrac{\mu_0}2\int(\delta\mathbf M\cdot\mathbf H_d+\mathbf M\cdot\delta\mathbf H_d)\,dV=-\mu_0\int\mathbf H_d\cdot\delta\mathbf M\,dV .$$

The two halves add to one, and no separate surface term appears. The surface charges act through $\mathbf H_d$. As a check, the Coulomb energy of a laterally modulated film was differentiated numerically. It gave $0.088437$ in units of $\mu_0$, and the last formula gave the same.

**Q.** Then collect the terms. What must hold inside the body?

**A.** Define

$$\mathbf h=2A\nabla^2\mathbf m-\frac{\partial f}{\partial\mathbf m}+\mu_0M_s(\mathbf H_a+\mathbf H_d),\qquad \mathbf b=2A\,\partial_n\mathbf m+\frac{\partial g}{\partial\mathbf m}.$$

Then $\delta E=-\int\mathbf h\cdot\delta\mathbf m\,dV+\oint\mathbf b\cdot\delta\mathbf m\,dS$. Insert $\delta\mathbf m=\boldsymbol\omega\times\mathbf m$ and use the cyclic rule $\mathbf a\cdot(\boldsymbol\omega\times\mathbf m)=\boldsymbol\omega\cdot(\mathbf m\times\mathbf a)$:

$$\delta E=-\int_V\boldsymbol\omega\cdot(\mathbf m\times\mathbf h)\,dV+\oint_S\boldsymbol\omega\cdot(\mathbf m\times\mathbf b)\,dS .$$

First let $\boldsymbol\omega$ vanish at the surface and be arbitrary inside. Stationarity then requires

$$\mathbf m\times\mathbf h=0\quad\text{in }V,$$

which is Brown's equation: the torque density vanishes at every point. The field $\mathbf h$ itself need not vanish.

**Q.** I would have used a Lagrange multiplier. Would I get something else?

**A.** No. Add $\tfrac12\int\lambda(\mathbf r)(\mathbf m^2-1)\,dV$ to $E$ and vary $\mathbf m$ freely. The bulk terms give $\mathbf h=\lambda\mathbf m$. Its cross product with $\mathbf m$ is Brown's equation, and its scalar product gives $\lambda=\mathbf m\cdot\mathbf h$. Conversely, $\mathbf m\times\mathbf h=0$ means that $\mathbf h$ is parallel to $\mathbf m$. The surface needs a multiplier of its own: adding $-\tfrac12\oint\lambda_s(\mathbf m^2-1)\,dS$ gives $\mathbf b=\lambda_s\mathbf m$. The minus sign is only a convention, chosen so that this looks like the bulk result.

**Q.** And what does the surface integral demand?

**A.** With the bulk integral gone, let $\boldsymbol\omega$ be arbitrary on $S$. Then

$$\mathbf m\times\Big(2A\,\partial_n\mathbf m+\frac{\partial g}{\partial\mathbf m}\Big)=0\quad\text{on }S .$$

This is the Rado-Weertman condition. For $g=-K_s(\mathbf m\cdot\mathbf n)^2$, where $K_s>0$ favours the normal, $\mathbf b=2A\,\partial_n\mathbf m-2K_s(\mathbf m\cdot\mathbf n)\mathbf n$. A vector parallel to $\mathbf m$ satisfies $\mathbf b=(\mathbf m\cdot\mathbf b)\mathbf m$. Because $\mathbf m\cdot\partial_n\mathbf m=\tfrac12\partial_n(\mathbf m^2)=0$, we have $\mathbf m\cdot\mathbf b=-2K_s(\mathbf m\cdot\mathbf n)^2$, and therefore

$$A\,\partial_n\mathbf m=K_s(\mathbf m\cdot\mathbf n)\big[\mathbf n-(\mathbf m\cdot\mathbf n)\mathbf m\big].$$

For $K_s=0$ the surface is free and $\partial_n\mathbf m=0$. For $|K_s|\to\infty$ with bounded slope, the right side can stay finite only if $\mathbf m$ approaches the normal or the tangent plane; the energy selects the normal for $K_s>0$ and the plane for $K_s<0$.

**Q.** But uniform in-plane magnetization satisfies this for any $K_s$, since $\mathbf m\cdot\mathbf n=0$. Surely a strong perpendicular surface anisotropy pulls it out?

**A.** It does. The equations identify stationary states, and stability is a separate question. Take a thick film with no applied field or bulk anisotropy, occupying $z>0$, and tilt $\mathbf m$ out of the plane by a small angle $u(z)$ that vanishes deep inside. For such a state $H_d=-M_s\sin u$ along $z$, so the dipolar cost per volume is $Ku^2$ to second order, with $K=\tfrac12\mu_0M_s^2$. The energy change per area is

$$\Delta E=\int_0^\infty(Au'^2+Ku^2)\,dz-K_su(0)^2 .$$

Complete the square, using $\int_0^\infty2uu'\,dz=-u(0)^2$:

$$\Delta E=\int_0^\infty(\sqrt A\,u'+\sqrt K\,u)^2dz+(\sqrt{AK}-K_s)\,u(0)^2 .$$

The integral is zero for $u\propto e^{-z\sqrt{K/A}}$. The in-plane state is thus unstable once $K_s>\sqrt{AK}$. Below that value it is stable against tilts depending on $z$ alone, but laterally varying tilts set in earlier. For a tilt $u(z)\cos kx$ the dipolar term becomes $K\big[\int u^2dz-\tfrac k2\iint u(z)u(z')e^{-k|z-z'|}dz\,dz'\big]$ and the exchange term gains $Ak^2\int u^2dz$ (the lateral average puts a common factor $\tfrac12$ on all terms). With $u=e^{-z/\ell}$, $\ell=\sqrt{A/K}$, the threshold becomes $\sqrt{AK}\,\big[1+\tfrac12(k\ell)^2-\tfrac{k\ell}{2(1+k\ell)}\big]$, which is $0.93\sqrt{AK}$ at $k\ell=0.3$. Minimizing numerically over the profile, with the wave vector perpendicular to $\mathbf m$ and in-plane rotation allowed, lowers the onset in a thick film to about $0.83\sqrt{AK}$ near $k\ell\approx0.3$.

**Q.** Now put a second ferromagnet on the first. What replaces the surface condition where they touch?

**A.** Let $\mathbf n$ point from region 1 to region 2, and let the contact have energy $-J\int\mathbf m_1\cdot\mathbf m_2\,dS$, where $J>0$ favours parallel alignment. Higher-order coupling is left out, and so, for the moment, is interface anisotropy. Rotating $\mathbf m_1$ changes the coupling energy density by $-J(\boldsymbol\omega_1\times\mathbf m_1)\cdot\mathbf m_2=-J\boldsymbol\omega_1\cdot(\mathbf m_1\times\mathbf m_2)$, and similarly for $\mathbf m_2$. The outward normal of region 2 is $-\mathbf n$, so its exchange term changes sign. At finite $J$ the two rotations are independent:

$$\mathbf m_1\times(2A_1\partial_n\mathbf m_1-J\mathbf m_2)=0,\qquad \mathbf m_2\times(-2A_2\partial_n\mathbf m_2-J\mathbf m_1)=0 .$$

Since $-\mathbf m_2\times\mathbf m_1=\mathbf m_1\times\mathbf m_2$, both can be written together:

$$2A_1\,\mathbf m_1\times\partial_n\mathbf m_1=2A_2\,\mathbf m_2\times\partial_n\mathbf m_2=J\,\mathbf m_1\times\mathbf m_2 .$$

The exchange torque per area is the same on the two sides, and the coupling transmits it. For $J=0$ both faces become free. The magnetic charge $(\mathbf M_1-\mathbf M_2)\cdot\mathbf n$ at the contact enters through $\mathbf H_d$, as before.

**Q.** I expected $\mathbf m$ to be continuous, and perhaps its slope too.

**A.** Continuity of $\mathbf m$ belongs to rigid coupling. As $J\to\infty$ with bounded slopes, $\mathbf m_1\times\mathbf m_2\to0$, and for $J>0$ the low-energy choice is $\mathbf m_1=\mathbf m_2=\mathbf m$. The two sides must then rotate together, $\boldsymbol\omega_1=\boldsymbol\omega_2$, so only the sum of the two conditions survives. If the interface also has an anisotropy energy $g_i(\mathbf m)$, that sum is

$$\mathbf m\times\Big(2A_1\partial_n\mathbf m_1-2A_2\partial_n\mathbf m_2+\frac{\partial g_i}{\partial\mathbf m}\Big)=0 .$$

For $g_i=0$ both slopes are perpendicular to $\mathbf m$, so the cross product can be removed:

$$A_1\partial_n\mathbf m_1=A_2\partial_n\mathbf m_2 .$$

A nonzero slope therefore jumps whenever $A_1\ne A_2$. The stiffer material turns more slowly under the same torque.

**Q.** There are many signs here. Has the complete variation been checked on something less tame than a flat film?

**A.** Yes, for a ball inside a shell, with noncollinear fields, curved surfaces, bulk and surface anisotropy, an applied field and finite $J$, but without the dipolar term, which was tested separately. The numerical derivative of the energy along a chosen rotation was $-2.132438$ in dimensionless units. The torque formula gave the same to these digits, as the sum of $0.8955$ from the bulk, $-2.4465$ from the interface and $-0.5814$ from the outer surface. The state is not an equilibrium, so all three parts are sizeable, and an error in any one would spoil the sum unless another happened to cancel it; only the sum was compared.

**Q.** Show me an equilibrium, then. What do the equations become in a bilayer?

**A.** Let everything depend on $z$, the film normal, with $\mathbf m=(\sin\theta,0,\cos\theta)$ and the applied field $B=\mu_0H_a$ along $z$. A $z$-dependent azimuth $\varphi$ would add $A\sin^2\theta\,\varphi'^2\ge0$, and for $J>0$ and $0\le\theta\le\pi$ an azimuth difference across the interface would raise the coupling energy. A common plane is therefore the best choice among states depending on $z$ alone.

The dipolar field has no lateral variation, so $\partial_z(H_z+M_s\cos\theta)=0$. With no field outside, $H_z=-M_s\cos\theta$. The local energy density is

$$w=\tfrac12\mu_0M_s^2\cos^2\theta-M_sB\cos\theta,\qquad \frac{dw}{d\theta}=\sin\theta\,(M_sB-\mu_0M_s^2\cos\theta).$$

For Brown's equation we need $\mathbf m\times\mathbf m'=\theta'\hat{\mathbf y}$, hence $\mathbf m\times\mathbf m''=(\mathbf m\times\mathbf m')'=\theta''\hat{\mathbf y}$, and $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\hat{\mathbf y}$. With $\mathbf h=2A\mathbf m''+(M_sB-\mu_0M_s^2\cos\theta)\hat{\mathbf z}$ it reads

$$2A\theta''=\frac{dw}{d\theta}.$$

Let the lower face carry $K_s$. There $\mathbf n=-\hat{\mathbf z}$, so $\partial_n\mathbf m=-\mathbf m'$ and $(\mathbf m\cdot\mathbf n)\mathbf n=\cos\theta\,\hat{\mathbf z}$. The surface condition becomes $-2A_1\theta_1'+2K_s\sin\theta_1\cos\theta_1=0$. Since $\mathbf m_1\times\mathbf m_2=\sin(\theta_2-\theta_1)\hat{\mathbf y}$, the boundary conditions are

$$2A_1\theta_1'=K_s\sin2\theta_1\ \text{(lower face)},\qquad 2A_1\theta_1'=2A_2\theta_2'=J\sin(\theta_2-\theta_1)\ \text{(interface)},$$

and $\theta_2'=0$ at the free upper face.

**Q.** Which numbers do you put in?

**A.** Round model values. Both layers are 10 nm thick, with $A_1=10$ and $A_2=20$ pJ/m, $M_s=800$ and $1400$ kA/m, $B=0.50$ T, $K_s=1.00$ mJ/m² and $J=2.00$ mJ/m². An isolated uniform layer without $K_s$ would have $\cos\theta=M_sB/(\mu_0M_s^2)$. This is $0.4000/0.8042=0.497$ for layer 1, or $60.2^\circ$, and $0.7000/2.4630=0.284$ for layer 2, or $73.5^\circ$.

The energy was minimized without imposing any boundary condition. The angle came out as $43.34^\circ$ at the lower face, $60.09^\circ$ and $71.13^\circ$ on the two sides of the interface, and $73.05^\circ$ at the top. At the lower face

$$K_s\sin2\theta_1=1.00\times\sin86.69^\circ=0.998\ \text{mJ/m}^2 .$$

Division by $2A_1=20$ pJ/m gives $0.0499$ rad/nm, or $2.86^\circ$/nm, the slope found there. At the interface

$$J\sin(\theta_2-\theta_1)=2.00\times\sin11.04^\circ=0.383\ \text{mJ/m}^2,$$

which gives slopes of $1.10^\circ$/nm in layer 1 and $0.55^\circ$/nm in layer 2. The minimum thus obeys the derived conditions. Solving the differential equations with those conditions reproduced its profile to about $10^{-8}$ rad.

**Q.** Layer 1 reaches $60.09^\circ$ at the interface, almost its isolated angle. Is it undisturbed there?

**A.** No, because its slope there is not zero and it carries a torque. Integrating $2A\theta''=dw/d\theta$ over each layer gives the torque budget:

$$\int_1\frac{dw}{d\theta}dz=0.383-0.998=-0.615,\qquad \int_2\frac{dw}{d\theta}dz=0-0.383=-0.383\ \text{mJ/m}^2 .$$

Direct integration gives the same values to within rounding. The two bulk torques together balance the surface torque, about 62% of the total in layer 1 and 38% in layer 2. The interface torque is not simply surface torque passed on: the isolated angles of the two layers differ, so the coupling would carry a torque even for $K_s=0$.

**Q.** How large must $J$ be before I may call the coupling rigid?

**A.** Compare $J$ with the stiffness of the layers. From $\sin(\theta_2-\theta_1)=\tau/J$, where $\tau$ is the interface torque, the angle jump is about $\tau/J$ when $J\gg\tau$, but a small jump alone does not make the coupling rigid. When the torque falls from its rigid value $\tau_r$ to $\tau$, the interface angle of layer $i$ shifts, to first order, by $(\tau_r-\tau)/k_i$, where $k_i$ is the torque per radian with which that layer resists. The two shifts open the jump, so $\tau/J\approx(\tau_r-\tau)/k$ with $1/k=1/k_1+1/k_2$, or $\tau\approx\tau_r/(1+k/J)$. Rigid coupling needs $J\gg k$. The computed torques at $J=200$ mJ/m² and in the rigid limit give $k\approx(0.8339-0.8239)/0.0041\approx2.4$ mJ/m². In this bilayer the rigid limit has $\tau=0.834$ mJ/m². At $J=2$ mJ/m² the torque is only 46% of that. At $J=200$ mJ/m² it is 1.2% below the rigid value, and the jump is $0.824/200=0.0041$ rad, or $0.24^\circ$. In the rigid limit the angle is common, $68.3^\circ$, and the slopes are $2.39$ and $1.19^\circ$/nm, in the ratio $A_2/A_1=2$.

An interface anisotropy $g_i=-K_i(\mathbf m\cdot\mathbf n)^2$ turns the rigid condition into $2A_2\theta_2'-2A_1\theta_1'=K_i\sin2\theta$. With $K_i=0.30$ mJ/m² both sides came out as $0.214$ mJ/m².

**Q.** Where should I stop trusting all this?

**A.** Where its assumptions fail. The direction must change little between neighbouring atoms. The steepest slope here, $2.9^\circ$/nm, meets that demand, but the core of a point singularity does not. At a sharp edge $\mathbf n$ is undefined, and the surface condition holds on the smooth faces alone. Finally, the bilayer state is a minimum found by descent among states depending on $z$ alone. Neither a lower state far away nor an instability towards lateral modulation has been excluded.

## Numbers as computed

```
FIRST VARIATION, ball in shell (dimensionless)
finite difference of energy: -2.13243822
torque formula, total:       -2.13243823
  bulk 0.895500, interface -2.446524, surface -0.581414
DIPOLAR VARIATION, modulated film (units of mu0, dimensionless)
from Coulomb energy: 0.0884368190
from -Hd.dM:         0.0884368190
BILAYER INPUTS
layer 1: A = 10 pJ/m, Ms = 800 kA/m, thickness = 10 nm
layer 2: A = 20 pJ/m, Ms = 1400 kA/m, thickness = 10 nm
B = 0.50 T along z, Ks = 1.00 mJ/m^2, J = 2.00 mJ/m^2
DERIVED BULK NUMBERS
layer 1: mu0 Ms^2 = 0.8042 MJ/m^3, Ms B = 0.4000 MJ/m^3
  exchange length sqrt(2A/(mu0 Ms^2)) = 4.987 nm
  angle of isolated uniform layer without Ks = 60.175 deg
layer 2: mu0 Ms^2 = 2.4630 MJ/m^3, Ms B = 0.7000 MJ/m^3
  exchange length sqrt(2A/(mu0 Ms^2)) = 4.030 nm
  angle of isolated uniform layer without Ks = 73.489 deg
ENERGY MINIMUM, no boundary condition imposed
theta at lower face:          43.343 deg
theta at interface, layer 1:  60.093 deg
theta at interface, layer 2:  71.128 deg
theta at upper face:          73.052 deg
slope at lower face:          2.8600 deg/nm
slope at interface, layer 1:  1.0967 deg/nm
slope at interface, layer 2:  0.5484 deg/nm
energy per area:              -4.32257 mJ/m^2
TORQUES PER AREA (mJ/m^2)
2 A1 theta1' at lower face:   0.99833
Ks sin(2 theta) there:        0.99833
2 A1 theta1' at interface:    0.38282
2 A2 theta2' at interface:    0.38282
J sin(theta2 - theta1):       0.38282
integral of dw/dtheta, layer 1: -0.61550
integral of dw/dtheta, layer 2: -0.38282
largest angle gap, minimum vs equations: 1.2e-08 rad
APPROACH TO RIGID COUPLING
J = 0.5 mJ/m^2: angle jump 17.2024 deg, torque 0.14787 mJ/m^2
J = 2.0 mJ/m^2: angle jump 11.0352 deg, torque 0.38282 mJ/m^2
J = 20.0 mJ/m^2: angle jump 2.1326 deg, torque 0.74423 mJ/m^2
J = 200.0 mJ/m^2: angle jump 0.2360 deg, torque 0.82391 mJ/m^2
J = 2000.0 mJ/m^2: angle jump 0.0239 deg, torque 0.83288 mJ/m^2
rigid: theta 68.299 deg, torque 0.83389 mJ/m^2
rigid slopes, layers 1 and 2: 2.3889, 1.1945 deg/nm
rigid with Ki = 0.30 mJ/m^2: torque jump 0.21357, Ki sin(2 theta) 0.21357 mJ/m^2
```
